# Symmetry characters of PAW Bloch states and tests of closure: a program that tests the result

```python
# Result under test: for S-orthonormal PAW states psi~ at wave vector k,
#   M_mn(O) = <psi~_m| S O psi~_n> = C^+ (O C) + sum_a P_a^+ q P_a^rot
# equals the all-electron matrix element of the space-group operation O,
# is unitary exactly when the set is closed under the little group, and its
# trace is then the character.  L = max over O of sqrt(1 - sigma_min(M)^2)
# measures the leak out of the set and obeys L <= 2 sin(theta), theta being
# the largest angle to the exact invariant space.
# C: plane-wave coefficients, P: projections <p_i^a|psi~>, q: PAW overlap
# charges, O = {R|t}: (O f)(r) = f(R^-1 (r - t)).
# Model: diamond structure, Gaussian wells, s and p projectors, with
# phi - phi~ = lambda * p, for which S = T^+ T holds exactly.
# Internally: hartree and bohr; positions in units of the cubic constant a,
# wave vectors in units of 2 pi / a.
import itertools
import numpy as np
from scipy.linalg import eigh, qr
from scipy.special import spherical_jn
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)

a_ang, rc_ang, width_ang = 5.0, 1.0, 0.7
depth_ev, ds_ev, dp_ev = 40.0, 10.0, -5.0
cut_ev, small_cut_ev = 150.0, 60.0
lam = np.array([0.4, -0.3, -0.3, -0.3])
a, rc, width = a_ang / BOHR, rc_ang / BOHR, width_ang / BOHR
volume = a**3 / 4
tau = np.array([[0, 0, 0], [0.25, 0.25, 0.25]])
overlap_q = 2 * lam + lam**2
d_coupling = np.array([ds_ev, dp_ev, dp_ev, dp_ev]) / HARTREE

# Radial projectors g_l = N_l r^l (1 - r^2/rc^2)^3, normalized in the sphere
nodes, weights = np.polynomial.legendre.leggauss(60)
rad, wrad = rc * (nodes + 1) / 2, rc * weights / 2
shape = (1 - (rad / rc)**2)**3
norm = [1 / np.sqrt(np.sum(wrad * rad**2 * (rad**l * shape)**2))
        for l in (0, 1)]

# q from its definition <phi|phi> - <phi~|phi~>, with phi~ = c r^l dual to p
for l in (0, 1):
    g = norm[l] * rad**l * shape
    smooth = rad**l / np.sum(wrad * rad**2 * rad**l * g)
    q_def = np.sum(wrad * rad**2 * ((smooth + lam[l] * g)**2 - smooth**2))
    assert abs(q_def - overlap_q[l]) < 1e-10


def is_lattice(v):
    w = 2 * np.asarray(v)
    n = np.rint(w)
    return bool(np.allclose(w, n, atol=1e-9) and int(n.sum()) % 2 == 0)


def is_reciprocal(v):
    n = np.rint(v).astype(int)
    return len(set(n % 2)) == 1


# Space-group operations found by demanding that atoms map onto atoms
space_ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), int)
        R[range(3), perm] = signs
        for t in tau:
            if all(any(is_lattice(R @ x + t - y) for y in tau) for x in tau):
                space_ops.append((R, t))
assert len(space_ops) == 48


class KPoint:
    """Plane-wave PAW eigenproblem and symmetry matrices at one k."""

    def __init__(self, k, cutoff_ev):
        self.k = np.array(k)
        unit = 2 * np.pi / a
        q_list = []
        for n in itertools.product(range(-7, 8), repeat=3):
            if is_reciprocal(n):
                q = np.array(n) + self.k
                if 0.5 * unit**2 * (q @ q) * HARTREE < cutoff_ev:
                    q_list.append(q)
        self.q = np.array(q_list)
        self.index = {tuple(q): i for i, q in enumerate(self.q)}
        self.ops = [op for op in space_ops
                    if is_reciprocal(op[0] @ self.k - self.k)]
        length = unit * np.linalg.norm(self.q, axis=1)
        self.kinetic = 0.5 * length**2
        direction = unit * self.q / np.maximum(length, 1e-12)[:, None]
        form = []
        for l in (0, 1):
            bessel = spherical_jn(l, np.outer(length, rad))
            form.append(4 * np.pi * bessel @ (
                wrad * rad**2 * norm[l] * rad**l * shape))
        atom_part = np.vstack([
            form[0] / np.sqrt(4 * np.pi),
            1j * np.sqrt(3 / (4 * np.pi)) * direction.T * form[1]])
        self.B = np.vstack([
            atom_part * np.exp(2j * np.pi * self.q @ x) for x in tau
        ]) / np.sqrt(volume)
        diff = self.q[:, None] - self.q[None]
        g2 = unit**2 * np.sum(diff**2, axis=2)
        well = -(depth_ev / HARTREE) * (2 * np.pi)**1.5 * width**3 / volume
        V = well * np.exp(-g2 * width**2 / 2) * sum(
            np.exp(-2j * np.pi * diff @ x) for x in tau)
        Bh = self.B.conj().T
        self.H = np.diag(self.kinetic) + V + (
            Bh * np.tile(d_coupling, 2)) @ self.B
        self.S = np.eye(len(self.q)) + (
            Bh * np.tile(overlap_q, 2)) @ self.B
        self.E, self.C = eigh(self.H, self.S)

    def move(self, C, op):
        R, t = op
        Rq = self.q @ R.T
        rows = [self.index[tuple(v)] for v in Rq]
        out = np.zeros_like(C, dtype=complex)
        out[rows] = np.exp(-2j * np.pi * Rq @ t)[:, None] * C
        return out

    def rotated_projections(self, C, op, bloch_phase=True):
        R, t = op
        P = (self.B @ C).reshape(2, 4, -1)
        D = np.eye(4)
        D[1:, 1:] = R
        out = np.zeros_like(P)
        for i, x in enumerate(tau):
            source = R.T @ (x - t)
            for j, y in enumerate(tau):
                T = source - y
                if is_lattice(T):
                    phase = np.exp(2j * np.pi * self.k @ T)
                    out[i] = (phase if bloch_phase else 1) * (D @ P[j])
        return out

    def parts(self, C, op, bloch_phase=True):
        P = (self.B @ C).reshape(2, 4, -1)
        rot = self.rotated_projections(C, op, bloch_phase)
        plane = C.conj().T @ self.move(C, op)
        aug = np.einsum("aim,i,ain->mn", P.conj(), overlap_q, rot)
        return plane, aug

    def matrix(self, C, op, bloch_phase=True):
        return sum(self.parts(C, op, bloch_phase))

    def all_matrices(self, C):
        return np.array([self.matrix(C, op) for op in self.ops])

    def leak(self, C):
        sig = np.linalg.svd(self.all_matrices(C), compute_uv=False)
        return np.sqrt(max(0.0, 1 - sig.min()**2))

    def all_electron(self, points, C):
        """psi = psi~ + sum (phi - phi~) <p|psi~>, at arbitrary points."""
        psi = np.exp(2j * np.pi * points @ self.q.T) @ C / np.sqrt(volume)
        P = (self.B @ C).reshape(2, 4, -1)
        for i, x in enumerate(tau):
            rel = points - x
            base = np.floor(rel @ np.linalg.inv(cell) + 1e-12)
            for corner in itertools.product((0, 1), repeat=3):
                T = (base + corner) @ cell
                d = a * (rel - T)
                r2 = np.sum(d**2, axis=1)
                near = r2 < rc**2
                s = (1 - r2[near] / rc**2)**3
                p = np.column_stack([
                    norm[0] * s / np.sqrt(4 * np.pi),
                    np.sqrt(3 / (4 * np.pi)) * norm[1]
                    * s[:, None] * d[near]])
                phase = np.exp(2j * np.pi * T[near] @ self.k)
                psi[near] += phase[:, None] * ((p * lam) @ P[i])
        return psi


def clusters(energies, count):
    groups, start = [], 0
    for n in range(1, len(energies)):
        if (energies[n] - energies[n - 1]) * HARTREE > 1e-5:
            groups.append(slice(start, n))
            start = n
            if len(groups) == count:
                break
    return groups


def sin_angle(S, exact, trial):
    sig = np.linalg.svd(exact.conj().T @ S @ trial, compute_uv=False)
    return np.sqrt(max(0.0, 1 - sig.min()**2))


def mean_deficit(M):
    return M.shape[1] - np.mean(np.sum(abs(M)**2, axis=(1, 2)))


cell = np.array([[0, 0.5, 0.5], [0.5, 0, 0.5], [0.5, 0.5, 0]])
gam = KPoint((0, 0, 0), cut_ev)
xpt = KPoint((0, 0, 1), cut_ev)
assert len(gam.ops) == 48 and len(xpt.ops) == 16
assert np.linalg.eigvalsh(gam.S).min() > 0

# Cubic character table built from the rotation matrices themselves
table = {}
for R, t in gam.ops:
    det = round(np.linalg.det(R))
    sgn = round(np.linalg.det(abs(R)))
    e = np.trace(abs(R)) - 1
    tr = np.trace(R)
    row = dict(A1g=1, A2g=sgn, Eg=e, T1g=det * tr, T2g=det * sgn * tr,
               A1u=det, A2u=det * sgn, Eu=det * e, T1u=tr, T2u=sgn * tr)
    for name, value in row.items():
        table.setdefault(name, []).append(value)
names = list(table)
chi_table = np.array([table[n] for n in names], float)
assert np.allclose(chi_table @ chi_table.T / 48, np.eye(10))


def multiplicities(C):
    chi = np.trace(gam.all_matrices(C), axis1=1, axis2=2)
    return (chi_table @ chi / 48).real


print(f"a = {a_ang} A, sphere radius = {rc_ang} A, well width = {width_ang} A")
print(f"well depth = {depth_ev} eV, D_s = {ds_ev} eV, D_p = {dp_ev} eV")
print(f"lambda_s = {lam[0]}, lambda_p = {lam[1]}")
print(f"q_s = {overlap_q[0]:.4f}, q_p = {overlap_q[1]:.4f}")
print(f"cutoff = {cut_ev} eV, waves: Gamma {len(gam.q)}, X {len(xpt.q)}")

groups = clusters(gam.E, 4)
print("Gamma multiplets: energy (eV), size, label, leak L")
for g in groups:
    C = gam.C[:, g]
    mult = multiplicities(C)
    L = gam.leak(C)
    assert L < 1e-6 and np.allclose(mult, np.rint(mult), atol=1e-8)
    label = "+".join(n for n, m in zip(names, mult) if m > 0.5)
    print(f"  {gam.E[g.start]*HARTREE:9.4f}  {C.shape[1]}  {label}  {L:.1e}")

trip = next(g for g in groups if g.stop - g.start == 3)
Ct = gam.C[:, trip]
it = int(np.argmax(multiplicities(Ct)))

# Rotated projections against projecting the rotated wave
for kp in (gam, xpt):
    for op in kp.ops:
        direct = (kp.B @ kp.move(kp.C[:, :8], op)).reshape(2, 4, -1)
        assert np.allclose(direct, kp.rotated_projections(kp.C[:, :8], op),
                           atol=1e-10)

# Smooth part alone is the smooth norm times M
nu = np.trace(Ct.conj().T @ Ct).real / 3
for op in gam.ops:
    assert np.allclose(gam.parts(Ct, op)[0], nu * gam.matrix(Ct, op),
                       atol=1e-9)
print(f"triplet smooth norm nu = {nu:.5f}")

chosen = {
    "identity": np.eye(3),
    "C2 about x": np.diag([1, -1, -1]),
    "C3 about 111": np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]]),
    "C4 about z": np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]),
    "inversion": -np.eye(3),
    "mirror x<->y": np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])}
chosen_ops = []
print("triplet traces: t_x/a, smooth, augmentation, total")
for name, R in chosen.items():
    i = next(i for i, op in enumerate(gam.ops) if np.array_equal(op[0], R))
    op = gam.ops[i]
    chosen_ops.append(op)
    tp, ta = [np.trace(m).real for m in gam.parts(Ct, op)]
    assert abs(tp + ta - chi_table[it, i]) < 1e-8
    print(f"  {name:13s} {op[1][0]:.2f} {tp+0:9.5f} {ta+0:9.5f} "
          f"{round(tp+ta, 8)+0:9.5f}")

# All-electron matrix elements by real-space quadrature over the cell
ngrid = 24
frac = np.array(list(itertools.product(range(ngrid), repeat=3))) / ngrid
points = frac @ cell
Cx = xpt.C[:, clusters(xpt.E, 1)[0]]
quad_error = 0.0
for kp, C, ops in ((gam, Ct, chosen_ops), (xpt, Cx, xpt.ops)):
    psi = kp.all_electron(points, C)
    for R, t in ops:
        turned = kp.all_electron((points - t) @ R, C)
        ref = psi.conj().T @ turned * volume / len(points)
        quad_error = max(quad_error, abs(ref - kp.matrix(C, (R, t))).max())
assert quad_error < 1e-4  # limited by the uniform real-space grid
print(f"max |M - all-electron quadrature| = {quad_error:.1e}")

# X point: doublets, product law with Bloch phase, damage without it
xgroups = clusters(xpt.E, 4)
assert all((g.stop - g.start) % 2 == 0 for g in xgroups)
assert Cx.shape[1] == 2 and xpt.leak(Cx) < 1e-6
Mx = xpt.all_matrices(Cx)
negative = 0
for i, (R1, t1) in enumerate(xpt.ops):
    for j, (R2, t2) in enumerate(xpt.ops):
        n = next(n for n, op in enumerate(xpt.ops)
                 if np.array_equal(op[0], R1 @ R2))
        T = R1 @ t2 + t1 - xpt.ops[n][1]
        assert is_lattice(T)
        phase = np.exp(-2j * np.pi * xpt.k @ T)
        negative += phase.real < 0
        assert np.allclose(Mx[i] @ Mx[j], phase * Mx[n], atol=1e-8)
assert negative > 0
x_norm = np.mean(abs(np.trace(Mx, axis1=1, axis2=2))**2)
assert abs(x_norm - 1) < 1e-8
bad = 0.0
for op in xpt.ops:
    W = xpt.matrix(Cx, op, bloch_phase=False)
    bad = max(bad, np.linalg.norm(W.conj().T @ W - np.eye(2), 2))
assert bad > 1e-3
print(f"X lowest doublet: {xpt.E[0]*HARTREE:.4f} eV, "
      f"mean |trace|^2 = {x_norm:.5f}")
print(f"X products with phase -1: {negative} of {len(xpt.ops)**2}")
print(f"X unitarity error without Bloch phase: {bad:.4f}")

# Cut multiplets, in a random basis of the multiplet
print("cut sets: kept/of, mean deficit, label weight, L")
for kp, full, kept in ((gam, Ct, 1), (gam, Ct, 2), (xpt, Cx, 1)):
    d = full.shape[1]
    U = qr(rng.normal(size=(d, d)) + 1j * rng.normal(size=(d, d)))[0]
    part = (full @ U)[:, :kept]
    deficit = mean_deficit(kp.all_matrices(part))
    assert abs(deficit - kept * (d - kept) / d) < 1e-8
    text = "  (X)  "
    if kp is gam:
        weight = multiplicities(part)[it]
        assert abs(weight - kept / d) < 1e-8
        text = f"{weight:.5f}"
    print(f"  {kept}/{d}  {deficit:.5f}  {text}  {kp.leak(part):.4f}")

# A union of two different multiplets is closed too, but reducible
other = next(g for g in groups if g != trip)
both = np.hstack([gam.C[:, other], Ct])
union_norm = np.mean(abs(np.trace(gam.all_matrices(both),
                                  axis1=1, axis2=2))**2)
assert gam.leak(both) < 1e-6 and abs(union_norm - 2) < 1e-8
print(f"union of two multiplets: L = {gam.leak(both):.1e}, "
      f"mean |trace|^2 = {union_norm:.5f}")

# Weak anisotropy splits the triplet; closure regroups the bands
aniso = 0.01
qz2 = np.diag(0.5 * (2 * np.pi / a * gam.q[:, 2])**2)
leaks = []
for delta in (aniso / 2, aniso):
    Ep, Cp = eigh(gam.H + delta * qz2, gam.S)
    leaks.append(gam.leak(Cp[:, trip]))
split = (Ep[trip][-1] - Ep[trip][0]) * HARTREE
alone = gam.leak(Cp[:, trip.start:trip.start + 1])
assert split > 1e-5 and alone > 0.5
assert abs(leaks[1] / leaks[0] - 2) < 0.1
closure_tol, start, sizes = 0.05, 0, []
while start < groups[-1].stop:
    stop = start + 1
    while gam.leak(Cp[:, start:stop]) > closure_tol:
        stop += 1
    sizes.append(stop - start)
    start = stop
assert sizes == [g.stop - g.start for g in groups]
print(f"anisotropy {aniso}: triplet splitting = {split:.5f} eV")
print(f"  L of its lowest band alone = {alone:.4f}")
print(f"  L of all three = {leaks[1]:.2e}, at half strength {leaks[0]:.2e}")
print(f"  groups found with tolerance {closure_tol}: {sizes}")

# Iterative solution from a random start
block = 12
V = rng.normal(size=(len(gam.q), block)) + 1j * rng.normal(
    size=(len(gam.q), block))


def rayleigh_ritz(basis):
    Q = qr(basis, mode="economic")[0]
    e, u = eigh(Q.conj().T @ gam.H @ Q, Q.conj().T @ gam.S @ Q)
    return e[:block], Q @ u[:, :block]


e, V = rayleigh_ritz(V)
history = []
print("solver: step, L, sin(theta), energy error of triplet mean (eV)")
for step in range(1, 25):
    residual = gam.H @ V - (gam.S @ V) * e
    W = residual / (gam.kinetic + 0.5)[:, None]
    W /= np.maximum(np.linalg.norm(W, axis=0), 1e-300)
    e, V = rayleigh_ritz(np.hstack([V, W]))
    L, angle = gam.leak(V[:, trip]), sin_angle(gam.S, Ct, V[:, trip])
    assert L <= 2 * angle + 1e-6  # rounding floor of sqrt(1 - sigma^2)
    history.append(L)
    if step in (3, 6, 12, 24):
        err = (e[trip].mean() - gam.E[trip].mean()) * HARTREE
        print(f"  {step:2d}  {L:.2e}  {angle:.2e}  {err:.2e}")
assert history[-1] < 0.1 * history[0]

# Blind spot: a low cutoff gives wrong but perfectly symmetric states
small = KPoint((0, 0, 0), small_cut_ev)
rows = [gam.index[tuple(q)] for q in small.q]
best = None
for g in clusters(small.E, 6):
    if g.stop - g.start == 3:
        padded = np.zeros((len(gam.q), 3), complex)
        padded[rows] = small.C[:, g]
        angle = sin_angle(gam.S, Ct, padded)
        if best is None or angle < best[0]:
            best = (angle, gam.leak(padded),
                    (small.E[g.start] - gam.E[trip.start]) * HARTREE)
assert best[1] < 1e-6 and best[0] > 1e-3
print(f"cutoff {small_cut_ev} eV ({len(small.q)} waves): L = {best[1]:.1e}")
print(f"  sin(theta) = {best[0]:.4f}, energy error = {best[2]:.4f} eV")
print("all good")
```

Running it gives:

```
a = 5.0 A, sphere radius = 1.0 A, well width = 0.7 A
well depth = 40.0 eV, D_s = 10.0 eV, D_p = -5.0 eV
lambda_s = 0.4, lambda_p = -0.3
q_s = 0.9600, q_p = -0.5100
cutoff = 150.0 eV, waves: Gamma 137, X 116
Gamma multiplets: energy (eV), size, label, leak L
   -13.3736  1  A1g  0.0e+00
    -1.0263  3  T2g  4.7e-08
    -0.9141  1  A2u  0.0e+00
     2.6815  3  T1u  3.3e-08
triplet smooth norm nu = 1.12991
triplet traces: t_x/a, smooth, augmentation, total
  identity      0.00   3.38972  -0.38972   3.00000
  C2 about x    0.00  -1.12991   0.12991  -1.00000
  C3 about 111  0.00  -0.00000   0.00000   0.00000
  C4 about z    0.25  -1.12991   0.12991  -1.00000
  inversion     0.25   3.38972  -0.38972   3.00000
  mirror x<->y  0.00   1.12991  -0.12991   1.00000
max |M - all-electron quadrature| = 2.9e-06
X lowest doublet: -9.5194 eV, mean |trace|^2 = 1.00000
X products with phase -1: 64 of 256
X unitarity error without Bloch phase: 0.4441
cut sets: kept/of, mean deficit, label weight, L
  1/3  0.66667  0.33333  0.9941
  2/3  0.66667  0.66667  0.9971
  1/2  0.50000    (X)    0.9971
union of two multiplets: L = 4.7e-08, mean |trace|^2 = 2.00000
anisotropy 0.01: triplet splitting = 0.09222 eV
  L of its lowest band alone = 1.0000
  L of all three = 9.24e-03, at half strength 4.63e-03
  groups found with tolerance 0.05: [1, 3, 1, 3]
solver: step, L, sin(theta), energy error of triplet mean (eV)
   3  1.00e+00  9.85e-01  1.97e-01
   6  3.09e-02  2.07e-02  2.50e-03
  12  7.29e-05  5.48e-05  2.40e-08
  24  5.37e-08  2.98e-08  1.96e-14
cutoff 60.0 eV (27 waves): L = 5.2e-08
  sin(theta) = 0.1375, energy error = 1.1398 eV
all good
```
